# Charged-Defect Corrections near an Oxide Surface from Gaussian Poisson Energies: a program that tests the result

```python
"""Charged-defect correction near an oxide surface.

Result under test:  E_isolated = E_cell + E_iso[g] - E_per[g] - q*C
  g      Gaussian model charge q (units of e), standard deviation SIGMA
  E_per  energy of g in the periodic cell, uniform background, mean potential 0
  E_iso  energy of g alone in the same permittivity profile, vacuum outside
  C      far-field potential of the cell's defect minus that of g (volt)
A synthetic defect (a sum of Gaussians that differs from g) plays the part of
the first-principles data. Lengths in angstrom, energies in eV.
"""
import numpy as np
from scipy import constants, fft
from scipy.linalg import solveh_banded
from scipy.special import erf

K = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10   # eV angstrom
Q, SIGMA = 2.0, 1.0
THICK, DEPTH, WIDTH = 15.0, 5.0, 1.0
EPS_STATIC, EPS_CLAMPED = 20.0, 5.0
H = 0.1                                  # grid spacing along z
Z0 = THICK / 2 - DEPTH                   # defect height; slab centre is z = 0
MODEL = [(Q, SIGMA)]
DEFECT = [(Q, 0.8), (8.0, 0.6), (-8.0, 1.0)]   # (charge, width) pairs


def permittivity(z, eps, width=WIDTH, half_space=False):
    """Slab in vacuum, or oxide filling everything below the top surface."""
    def step(u):
        return np.sign(u) if width == 0 else erf(u / width)
    lower = 1.0 if half_space else step(z + THICK / 2)
    return 1 + (eps - 1) / 2 * (lower - step(z - THICK / 2))


def grid(height):
    return -height / 2 + H * np.arange(int(round(height / H)))


def gaussians(z, charges, centre):
    return [(c, s, np.exp(-(z - centre)**2 / (2 * s * s))
             / (s * np.sqrt(2 * np.pi))) for c, s in charges]


def mode_density(parts, k):
    return sum(c * np.exp(-(k * s)**2 / 2) * g for c, s, g in parts)


def solve_mode(k, rho, face, periodic):
    """Potential of one in-plane Fourier mode with k > 0."""
    left = np.roll(face, 1)
    if not periodic:
        left[0] = face[0]
    diag = (left + face) * (1 / H**2 + k * k / 2)
    if periodic:
        link = face[-1] / H**2
        diag[0] -= link
        diag[-1] -= link
    else:
        x = (k * H)**2
        decay = 1 + x / 2 - np.sqrt(x + x * x / 4)
        diag[0] -= left[0] * decay / H**2
        diag[-1] -= face[-1] * decay / H**2
    band = np.zeros((2, len(face)))
    band[0, 1:] = -face[:-1] / H**2
    band[1] = diag
    source = 4 * np.pi * K * rho
    if not periodic:
        return solveh_banded(band, source)
    w = np.zeros(len(face))
    w[0], w[-1] = 1.0, -1.0
    sol = solveh_banded(band, np.column_stack([source, w]))
    a, b = sol[:, 0], sol[:, 1]
    return a - b * link * (w @ a) / (1 + link * (w @ b))


def planar_potential(charges, L, height, eps, centre=Z0):
    """In-plane average of the periodic potential, mean value zero."""
    z = grid(height)
    face = permittivity(z + H / 2, eps)
    rho = mode_density(gaussians(z, charges, centre), 0.0) / L**2
    D = np.cumsum(4 * np.pi * K * (rho - rho.mean())) * H
    D -= np.sum(D / face) / np.sum(1 / face)
    phi = np.concatenate([[0.0], -H * np.cumsum(D / face)[:-1]])
    return z, phi - phi.mean()


def energy_periodic(charges, L, height, eps):
    z, phi0 = planar_potential(charges, L, height, eps)
    face = permittivity(z + H / 2, eps)
    parts = gaussians(z, charges, Z0)
    total = H * (mode_density(parts, 0.0) @ phi0) * L**2
    kmax = 6.5 / min(s for _, s in charges)
    n = int(kmax * L / (2 * np.pi))
    i = np.arange(-n, n + 1)
    squares, counts = np.unique(i[:, None]**2 + i[None, :]**2,
                                return_counts=True)
    for sq, count in zip(squares, counts):
        if 0 < sq <= n * n:
            k = 2 * np.pi * np.sqrt(sq) / L
            rho = mode_density(parts, k)
            total += count * H * (rho @ solve_mode(k, rho, face, True))
    return total / (2 * L**2)


def energy_isolated(charges, eps, width=WIDTH, half_space=False):
    z = grid(30.0)
    face = permittivity(z + H / 2, eps, width, half_space)
    parts = gaussians(z, charges, Z0)
    kmax = 6.5 / min(s for _, s in charges)
    edges = np.concatenate([[0.0], np.geomspace(1e-3, kmax, 12)])
    node, weight = np.polynomial.legendre.leggauss(10)
    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        for t, w in zip(node, weight):
            k = (a + b) / 2 + (b - a) / 2 * t
            rho = mode_density(parts, k)
            value = H * (rho @ solve_mode(k, rho, face, False))
            total += w * (b - a) / 2 * k * value
    return total / (4 * np.pi)


def energy_plane_waves(L, height, eps):
    """Model-charge energy from a full 3D spectral conjugate-gradient solve."""
    n, nz = 25, 161
    gx = 2 * np.pi * fft.fftfreq(n, L / n)
    gz = 2 * np.pi * fft.fftfreq(nz, height / nz)
    G = np.meshgrid(gx, gx, gz, indexing="ij")
    G2 = G[0]**2 + G[1]**2 + G[2]**2
    inverse = np.where(G2 > 0, 1 / np.where(G2 > 0, G2, 1), 0)
    eps3 = permittivity(-height / 2 + height / nz * np.arange(nz), eps)
    rho = Q * np.exp(-G2 * SIGMA**2 / 2 - 1j * G[2] * (Z0 + height / 2))

    def operator(f):
        out = 0
        for g in G:
            field = fft.ifftn(1j * g * f, norm="forward") * eps3
            out = out - 1j * g * fft.fftn(field, norm="forward")
        return out

    r = 4 * np.pi * K * rho / (L * L * height)
    r[0, 0, 0] = 0
    f = np.zeros_like(r)
    y = inverse * r
    p = y.copy()
    ry = first = np.vdot(r, y).real
    for _ in range(100):
        Ap = operator(p)
        step = ry / np.vdot(p, Ap).real
        f += step * p
        r = r - step * Ap
        y = inverse * r
        new = np.vdot(r, y).real
        if new < 1e-16 * first:
            break
        p = y + new / ry * p
        ry = new
    return 0.5 * np.vdot(rho, f).real


def alignment(L, height, eps, model_eps=None, shift=0.0):
    """Mean and spread of the far-field potential difference."""
    z, true = planar_potential(DEFECT, L, height, eps)
    _, model = planar_potential(MODEL, L, height, model_eps or eps, Z0 + shift)
    distance = np.abs((z - Z0 + height / 2) % height - height / 2)
    far = (true - model)[distance > 6.5]
    return far.mean(), np.ptp(far)


print(f"K = e^2/(4 pi eps0) = {K:.4f} eV angstrom")
print(f"charge {Q:+.0f} e, model width {SIGMA:.1f} A, grid step {H:.2f} A")
print(f"slab {THICK:.0f} A, depth {DEPTH:.0f} A, interface width {WIDTH:.0f} A")
print("synthetic defect, (charge e, width A):", DEFECT)

# Isolated solver against image charges at sharp interfaces
beta = (EPS_STATIC - 1) / (EPS_STATIC + 1)
m = np.arange(500)
top, bottom = DEPTH, THICK - DEPTH
images = np.sum(beta**(2 * m + 1) * (1 / (2 * top + 2 * m * THICK)
                                     + 1 / (2 * bottom + 2 * m * THICK)))
images += 2 * np.sum(beta**(2 * m[1:]) / (2 * m[1:] * THICK))
pref = Q**2 * K / (2 * EPS_STATIC)
self_term = 1 / (np.sqrt(np.pi) * SIGMA)
for label, series, half in (("slab", images, False),
                            ("half-space", beta / (2 * top), True)):
    exact = pref * (self_term + series)
    found = energy_isolated(MODEL, EPS_STATIC, 0, half)
    print(f"sharp {label}: solver {found:.5f} eV, images {exact:.5f} eV")
    assert abs(found - exact) < 5e-4

# Periodic solver against the 3D plane-wave solution
per = energy_periodic(MODEL, 10.0, 30.0, EPS_STATIC)
spectral = energy_plane_waves(10.0, 30.0, EPS_STATIC)
print(f"periodic 10x10x30 A: modes {per:.5f} eV, 3D waves {spectral:.5f} eV")
assert abs(per - spectral) < 1e-3

# Complete correction on the synthetic defect
periodic_model = {}
for eps, cells in ((EPS_STATIC, [(10, 30), (10, 45), (10, 60), (20, 30),
                                 (20, 60)]), (EPS_CLAMPED, [(10, 30)])):
    iso_model = energy_isolated(MODEL, eps)
    iso_defect = energy_isolated(DEFECT, eps)
    print(f"eps {eps:.0f}: E_iso model {iso_model:.4f} eV, "
          f"defect {iso_defect:.4f} eV")
    print(" L(A) Lz(A) E_per[g](eV) raw error(eV) qC(eV) E_corr(eV) left(meV)")
    for L, height in cells:
        e_model = energy_periodic(MODEL, L, height, eps)
        e_defect = energy_periodic(DEFECT, L, height, eps)
        C, spread = alignment(L, height, eps)
        correction = iso_model - e_model - Q * C
        left = e_defect + correction - iso_defect
        periodic_model[eps, L, height] = e_model
        print(f" {L:4d} {height:4d} {e_model:10.4f} "
              f"{e_defect - iso_defect:12.4f} {Q * C:11.5f} "
              f"{correction:9.4f} {1000 * left:9.4f}")
        moment = (sum(c * s * s for c, s in DEFECT)
                  - sum(c * s * s for c, s in MODEL))
        C_formula = 2 * np.pi * K * moment / (L * L * height * eps)
        assert abs(C / C_formula - 1) < 0.02
        assert spread < 1e-4
        assert abs(left) < 5e-4
        if (L, height) == (10, 30):
            assert abs(Q * C) > 10 * abs(left)
            print(f" C: far field {1000 * C:.4f} mV, "
                  f"moment formula {1000 * C_formula:.4f} mV")

# Flatness of the far field reveals a wrong model
good = alignment(10, 30, EPS_STATIC)[1]
wrong_eps = alignment(10, 30, EPS_STATIC, model_eps=10.0)[1]
wrong_site = alignment(10, 30, EPS_STATIC, shift=1.0)[1]
print(f"far-field spread, right model: {1000 * good:.5f} mV")
print(f"far-field spread, model eps 10: {1000 * wrong_eps:.1f} mV")
print(f"far-field spread, site off by 1 A: {1000 * wrong_site:.1f} mV")
assert wrong_eps > 0.05 and wrong_site > 0.05


# Growth with vacuum is the field energy of charge plus background
def field_energy(height, area=100.0):
    """Integral of D^2/eps for the planar-averaged charge, analytic D."""
    dz = 0.01
    s = -height / 2 + dz * (np.arange(int(round(height / dz))) + 0.5)
    inv = 1 / permittivity(s, EPS_STATIC)
    enclosed = (1 + erf((s - Z0) / (np.sqrt(2) * SIGMA))) / 2
    D = 4 * np.pi * K * Q / area * (enclosed - (s + height / 2) / height)
    D -= np.sum(D * inv) / np.sum(inv)
    return area / (8 * np.pi * K) * np.sum(D**2 * inv) * dz


def vacuum_part(height, thickness, area=100.0):
    return (np.pi * K * Q**2 * (height - thickness)**3
            / (6 * area * height**2))


fine = -15 + 0.01 * (np.arange(3000) + 0.5)
thick_eff = (np.sum(1 - 1 / permittivity(fine, EPS_STATIC)) * 0.01
             / (1 - 1 / EPS_STATIC))
rise = (periodic_model[EPS_STATIC, 10, 60]
        - periodic_model[EPS_STATIC, 10, 30])
full = field_energy(60) - field_energy(30)
estimate = vacuum_part(60, thick_eff) - vacuum_part(30, thick_eff)
nominal = vacuum_part(60, THICK) - vacuum_part(30, THICK)
print(f"effective dielectric thickness of the slab: {thick_eff:.3f} A")
print(f"rise of E_per, Lz 30 to 60 A (L = 10 A): {rise:.4f} eV")
print(f"same rise from the integral of D^2/eps: {full:.4f} eV")
print(f"vacuum part only: effective thickness {estimate:.4f} eV, "
      f"nominal {nominal:.4f} eV")
assert abs(rise - full) < 2e-3
assert abs(rise / estimate - 1) < 0.05

# Small-k screening by the slab, and polynomial extrapolation of cell size
z = grid(30.0)
k_small = 0.01
rho = mode_density(gaussians(z, MODEL, Z0), k_small)
phi = solve_mode(k_small, rho, permittivity(z + H / 2, EPS_STATIC), False)
kernel = k_small * H * (rho @ phi) / (2 * np.pi * K * Q**2)
length = EPS_STATIC * THICK / 2
print(f"slab screening length eps*d/2 = {length:.0f} A")
print(f"k = {k_small} 1/A: screening factor {kernel:.4f}, "
      f"1/(1+k*length) {1 / (1 + k_small * length):.4f}")
assert abs(kernel * (1 + k_small * length) - 1) < 0.03
scales = np.array([1, 2, 3, 4])
series = [energy_periodic(MODEL, 10.0 * s, 30.0 * s, EPS_STATIC)
          for s in scales]
limit = np.polyfit(1 / scales, series, 3)[-1]
direct = energy_isolated(MODEL, EPS_STATIC)
print("E_per for cell scales 1,2,3,4 (eV):",
      " ".join(f"{e:.4f}" for e in series))
print(f"cubic extrapolation {limit:.4f} eV, direct E_iso {direct:.4f} eV")
assert abs(limit - direct) > 0.1

# Change of target from the slab to a thick oxide
change = energy_isolated(MODEL, EPS_STATIC, half_space=True) - direct
change_defect = (energy_isolated(DEFECT, EPS_STATIC, half_space=True)
                 - energy_isolated(DEFECT, EPS_STATIC))
print(f"slab to half-space: model {change:.5f} eV, "
      f"defect {change_defect:.5f} eV")
assert abs(change - change_defect) < 5e-4

print("tests ok")
```

Output:

```
K = e^2/(4 pi eps0) = 14.3996 eV angstrom
charge +2 e, model width 1.0 A, grid step 0.10 A
slab 15 A, depth 5 A, interface width 1 A
synthetic defect, (charge e, width A): [(2.0, 0.8), (8.0, 0.6), (-8.0, 1.0)]
sharp slab: solver 1.28640 eV, images 1.28633 eV
sharp half-space: solver 0.94276 eV, images 0.94270 eV
periodic 10x10x30 A: modes 1.42470 eV, 3D waves 1.42462 eV
eps 20: E_iso model 1.2839 eV, defect 6.6410 eV
 L(A) Lz(A) E_per[g](eV) raw error(eV) qC(eV) E_corr(eV) left(meV)
   10   30     1.4247       0.1232    -0.01761   -0.1231    0.0035
 C: far field -8.8066 mV, moment formula -8.8063 mV
   10   45     4.0046       2.7089    -0.01174   -2.7089    0.0041
   10   60     7.4183       6.1256    -0.00881   -6.1256    0.0043
   20   30     0.8396      -0.4488    -0.00440    0.4488    0.0006
   20   60     2.3379       1.0518    -0.00220   -1.0518    0.0008
eps 5: E_iso model 4.1506 eV, defect 25.5788 eV
 L(A) Lz(A) E_per[g](eV) raw error(eV) qC(eV) E_corr(eV) left(meV)
   10   30     3.6545      -0.5666    -0.07045    0.5666    0.0128
 C: far field -35.2265 mV, moment formula -35.2252 mV
far-field spread, right model: 0.00495 mV
far-field spread, model eps 10: 344.2 mV
far-field spread, site off by 1 A: 165.5 mV
effective dielectric thickness of the slab: 17.231 A
rise of E_per, Lz 30 to 60 A (L = 10 A): 5.9936 eV
same rise from the integral of D^2/eps: 5.9936 eV
vacuum part only: effective thickness 5.8562 eV, nominal 6.5029 eV
slab screening length eps*d/2 = 150 A
k = 0.01 1/A: screening factor 0.4000, 1/(1+k*length) 0.4000
E_per for cell scales 1,2,3,4 (eV): 1.4247 2.3379 2.3280 2.1909
cubic extrapolation 1.0566 eV, direct E_iso 1.2839 eV
slab to half-space: model -0.34158 eV, defect -0.34158 eV
tests ok
```
